# Cube-Root Growth of the Plasma-Immersion Nitriding Sheath After a Voltage Step, part 2

A flat electrode in a plasma is suddenly driven to $-V_0$, with the plasma at zero potential. Electrons leave at once, and an ion-filled sheath $0<x<s(t)$ grows, where $x$ is the distance from the electrode. The ions have charge $+e$, mass $M$ and initial density $n_0$; their density at later times is $n$. The scales are

$$
s_0=\sqrt{\frac{2\varepsilon_0V_0}{en_0}},\qquad
u_0=\sqrt{\frac{2eV_0}{M}},\qquad
\omega_p=\sqrt{\frac{e^2n_0}{\varepsilon_0M}},\qquad u_0=\omega_ps_0 .
$$

Here $s_0$ is the thickness of the initial ion matrix, in which the ions have not yet moved.

The quasi-static law assumes steady space-charge-limited (Child) flow at each instant. It gives

$$
s(t)=s_0\left(1+\frac23\,\omega_pt\right)^{1/3}, \tag{2}
$$

$$
\frac{ds}{dt}=\frac49\,\frac{\varepsilon_0V_0}{en_0}\sqrt{\frac{2eV_0}{M}}\,\frac1{s^2}
=\frac49\,\frac{s_0^2}{2}\,\frac{u_0}{s^2}
=\frac29\,u_0\frac{s_0^2}{s^2}. \tag{7}
$$

At late times $s\propto M^{-1/6}$. Child flow stores the charge $4\varepsilon_0V_0/(3s)$ per unit area.

The cold-ion model drops the assumption of Child flow but keeps the others, including:

**(A4)** Ions do not collide, and the plasma does not flow towards the edge.

An ion that started at $a$ stays at rest until the edge reaches it. In units of $s_0$ for length, $1/\omega_p$ for time and $u_0$ for speed, it then obeys $\ddot x=-(s-a)$, and the voltage condition is $\int_0^s(s-a)\,dx=\tfrac12$. These units apply to the proposition below, its derivation and discussion, and the stored-charge formula in the comparison that follows.

In this model the edge starts at rest, whereas the law starts with a finite speed and so runs ahead at first.

The example is a planar steel surface in N$_2^+$ plasma with $n_0=10^{10}$ cm$^{-3}$, $V_0=20$ kV and a 5 µs pulse. It has $s_0=1.487$ cm, $u_0=3.712\times10^5$ m/s and $1/\omega_p=40.1$ ns. At the end of the pulse $\omega_pt=124.8$, and the law gives $s=6.52$ cm.

The next step is the first late-time correction to the law.

**Proposition.** Suppose that the cold-ion flow settles to a slowly changing state that can be expanded in powers of $1/s^2$. Then

$$
\frac{ds}{dt}=\frac{2}{9s^2}\left(1+\frac{4}{15s^2}+\cdots\right),\qquad
s^3=\frac23t+\frac45s+C+\cdots, \tag{8}
$$

where the constant $C$ depends on the start of the pulse.

*Derivation.* At time $t$, let $T$ be the time since a given ion was reached by the edge. Write $v=ds/dt$ and $b=d^2s/dt^2$. The leading solution has $v\sim s^{-2}$ and $T\sim s$. Since $b=v\,dv/ds$, it has $b\sim s^{-5}$, and the third derivative of $s$ is of order $s^{-8}$. These sizes determine which terms are needed.

The ion started where the edge was a time $T$ ago, so $a=s-vT+\tfrac12bT^2-\cdots$, and the field strength acting on it is

$$
s-a=vT-\frac12bT^2 .
$$

At a time $\theta$ after its entry, the edge had moved on from $a$ by $(v-bT)\theta+\tfrac12b\theta^2$. The factor $v-bT$ is the edge speed at entry. The ion started from rest, so integrating its acceleration twice from $\theta=0$ to $T$ gives

$$
x=a-\frac{(v-bT)T^3}{6}-\frac{bT^4}{24}
=s-vT-\frac{vT^3}{6}+\frac{bT^4}{8}.
$$

The last coefficient is $\tfrac16-\tfrac1{24}=\tfrac18$. The term $\tfrac12bT^2$ in $a$ is of order $s^{-3}$, whereas the kept corrections are of order $s^{-1}$, so it has been dropped. Differentiation at fixed $t$ gives

$$
-\frac{\partial x}{\partial T}=v+\frac{vT^2}{2}-\frac{bT^3}{2}.
$$

From now on $T$ denotes the age of the ion arriving at the electrode. Setting $x=0$ gives the first condition,

$$
s=vT+\frac{vT^3}{6}-\frac{bT^4}{8}. \tag{9}
$$

The voltage integral is taken over age, with $dx$ replaced by $-(\partial x/\partial T)\,dT$. To the required order the integrand is

$$
v^2T+\frac{v^2T^3}{2}-\frac{vbT^4}{2}-\frac{vbT^4}{4}.
$$

Integrating from age zero, and adding $\tfrac1{10}+\tfrac1{20}=\tfrac3{20}$, gives the second condition,

$$
\frac12=\frac{v^2T^4}{8}+\frac{v^2T^2}{2}-\frac{3}{20}vbT^5. \tag{10}
$$

The leading terms of (9) and (10) are $vT^3=6s$ and $vT^2=2$. They give $T=3s$ and $v=2/(9s^2)$, which is the quasi-static law. For the next order, write

$$
v=\frac{2}{9s^2}\left(1+\frac{\alpha}{s^2}\right),\quad
T=3s\left(1+\frac{\beta}{s^2}\right),\quad
b=v\frac{dv}{ds}\simeq-\frac{2v^2}{s}\simeq-\frac{8}{81s^5}.
$$

In (9), the term $vT^3/6$ becomes $s+(\alpha+3\beta)/s$. The other two terms are $vT=2/(3s)$ and $-bT^4/8=1/s$. The terms in $1/s$ must cancel, so

$$
\alpha+3\beta=-\frac23-1=-\frac53 .
$$

In (10), the first term becomes $\tfrac12+(\alpha+2\beta)/s^2$. The second is $2/(9s^2)$. The third is

$$
\frac3{20}\cdot\frac2{9s^2}\cdot\frac8{81s^5}\cdot243s^5=\frac4{5s^2}.
$$

Hence

$$
\alpha+2\beta=-\frac29-\frac45=-\frac{46}{45}.
$$

Subtracting this equation from the previous one gives $\beta=-\tfrac{75}{45}+\tfrac{46}{45}=-\tfrac{29}{45}$. Then $\alpha=-\tfrac{46}{45}+\tfrac{58}{45}=\tfrac4{15}$, which is the first part of (8).

To obtain the second part, solve for $dt$ and expand:

$$
\frac23dt=\frac{3s^2\,ds}{1+4/(15s^2)+\cdots}
=\left(3s^2-\frac45+\cdots\right)ds .
$$

Integration gives $\tfrac23t=s^3-\tfrac45s-C+\cdots$. This completes the derivation. $\square$

The result shows what is asymptotically correct in the growth law. The leading term $\tfrac23t$ is, whereas the constant 1 is not the next term. Nor is it the constant of the cold-ion model: inserting the numerical thickness 8.7669 at $\omega_pt=1000$ into (8) gives a value of $C$ of about 0.1. The term $\tfrac45s$ grows without limit, but relative to $s^3$ it falls as $1/s^2$.

The same solution removes a peculiarity of Child flow, whose ion density is infinite at the edge. Ions of age $T$ have the density $n/n_0=-\partial a/\partial T$ divided by $-\partial x/\partial T$. At leading order in the slow motion this is $1/(1+\tfrac12T^2)$. The density begins at $n_0$ and falls over a few units of $1/\omega_p$.

### Comparison with the cold-ion model

The cold-ion equations were solved numerically from the ion-matrix state. The table gives thickness in units of $s_0$, and the difference relative to the quasi-static law.

| $\omega_pt$ | Cold ions | Law | Difference |
|---:|---:|---:|---:|
| 0.5 | 1.055 | 1.101 | −4.1% |
| 3 | 1.477 | 1.442 | +2.4% |
| 10 | 2.029 | 1.972 | +2.9% |
| 100 | 4.123 | 4.075 | +1.2% |
| 1000 | 8.767 | 8.740 | +0.3% |

The largest difference up to $\omega_pt=1000$ is 4.2% in magnitude, at $\omega_pt=0.44$. There the law is ahead, as the early motion requires. Later it falls behind, as the positive correction $\tfrac45s$ requires.

The correction itself was tested between $\omega_pt=200$ and 1000. Over this interval $s^3$ grew by 2.90 more than $\tfrac23\omega_pt$, in units of $s_0^3$. The last digit depends on the discretization: the converged value is 2.89, and the converged thickness at $\omega_pt=1000$ is 8.7668. The predicted excess, $\tfrac45$ of the change in $s$, is 2.88. The supposition that the flow settles to a slow state is therefore supported for this start, though not proved.

The stored charge gives another comparison. It is proportional to $s-a$ at the electrode, which is

$$
vT-\frac12bT^2=\frac2{3s}\left(1+\frac{\alpha+\beta}{s^2}+\frac{2}{3s^2}\right)
=\frac2{3s}\left(1+\frac{13}{45s^2}\right).
$$

At $s=8.767$ the bracket is 1.0038. The numerical solution gives the same ratio to Child's charge.

At the end of the example pulse the cold-ion thickness is 6.58 cm, against 6.52 cm from the law. The quasi-static approximation thus costs 1% here. Several effects left out of both calculations can be larger.

### Inflow from the plasma

Assumption (A4) leaves out any flow of the plasma towards the edge. Ions enter a steady sheath at about the Bohm speed $u_B=\sqrt{kT_e/M}$, where $kT_e$ is the electron thermal energy. As a simple estimate, let the plasma flow towards the electrode at this speed throughout the pulse. If $n_0$ is taken as the density at the edge, the ion flux relative to the moving edge is $n_0(ds/dt+u_B)$. Equating it to the Child flux gives

$$
\frac{ds}{dt}+u_B=\frac29u_0\frac{s_0^2}{s^2}. \tag{11}
$$

The sheath stops growing when the inflow alone supplies the current. Setting $ds/dt=0$ gives the limiting thickness

$$
s_m=s_0\sqrt{\frac{2u_0}{9u_B}} .
$$

With this symbol, (11) reads $ds/dt=u_B(s_m^2-s^2)/s^2$. Separating the variables and writing $s^2=s_m^2-(s_m^2-s^2)$ in the numerator gives

$$
u_B\,dt=\left(\frac{s_m^2}{s_m^2-s^2}-1\right)ds,
\qquad
u_Bt=\left[s_m\,\mathrm{artanh}\frac{s}{s_m}-s\right]_{s_0}^{s}.
$$

For small $s/s_m$, the expansion $\mathrm{artanh}\,y=y+y^3/3+\cdots$ turns the bracket into $s^3/(3s_m^2)$. This returns the cube-root law. For a plasma that already flows at $u_B$, the law therefore requires $s$ to be well below $s_m$. For a plasma at rest the condition is weaker: by (7) the edge speed falls to $u_B$ only when $s$ reaches $s_m$, and from then on ion-sound disturbances can run ahead of the edge and start an inflow. In either case the law fails for long enough pulses, even if all the other assumptions hold.

For an electron temperature of 2 eV, $u_B=2.62\times10^3$ m/s and $s_m=8.3$ cm. The edge speed of the simple law at 5 µs is $4.29\times10^3$ m/s, so the inflow is not small beside it. Equation (11) gives 5.76 cm at the end of the pulse, which is 11.6% less than the simple law. This estimate applies to a plasma that already flows at $u_B$ when the edge reaches it. In the example the edge starts from rest, but it moves faster than $u_B$ from about the first nanosecond to the end of the pulse. Ion-sound disturbances, which travel at about $u_B$ when the ions are cold, therefore have no time to run ahead of the edge and set a resting plasma in motion.

### A curved workpiece

Let the surface be a long cylinder of radius 5 cm, with the density, voltage and pulse unchanged. The field of the initial ion matrix, with its edge at radius $R$, has the strength

$$
\frac{en_0}{\varepsilon_0}\,\frac{R^2-r^2}{2r}
=\frac{en_0}{\varepsilon_0}(R-r)\,\frac{R+r}{2r}.
$$

The last factor exceeds 1 for $r<R$, so the field is stronger than in a planar sheath of equal thickness. The same voltage is reached in a thinner layer: 1.425 cm instead of 1.487 cm.

For the later growth, the planar Child flow was replaced by steady inward flow in a cylinder, obtained by numerical integration of Poisson's equation. The number of ions crossing the edge was equated to the number uncovered by its motion. The thickness at 5 µs is then 5.59 cm, or 14.3% below the planar law. The Bohm inflow was left out of this comparison. The two reductions need not add exactly, because each changes the sheath on which the other acts.

### Ions collected in one pulse

In the planar model the edge has uncovered $n_0s$ ions per unit area since the pulse began, counting the initial matrix. Those still in flight number $4\varepsilon_0V_0/(3es)$. Since $\varepsilon_0V_0/e=n_0s_0^2/2$, the number collected is

$$
N=n_0\left(s-\frac23\frac{s_0^2}{s}\right).
$$

This uses Child's stored charge and so holds only once $\omega_pt$ exceeds a few units; at $t=0$ it would give $n_0s_0/3$, although no ion has yet arrived. At the end of the example pulse it lies about 1% below the cold-ion value. In the example the bracket is $6.52-0.23=6.29$ cm, so $N=6.3\times10^{10}$ ions/cm² per pulse. Each N$_2^+$ ion brings two nitrogen atoms, which makes $1.3\times10^{11}$ atoms/cm² arriving. The formula does not say how many of them stay in the steel. It also omits the Bohm inflow, which adds ions although it makes the sheath thinner.

### The model beside a real treatment

The inputs of the example are rough values for plasma-immersion treatment of steel with nitrogen. With these inputs, curvature lowers the simple result by 14%, and inflow lowers it by 12% if the plasma already flows at the Bohm speed. The ion species matters about as much: pure N$^+$ instead of N$_2^+$ would give 7.31 cm, an increase of 12%, in agreement with the factor $2^{1/6}$ from the mass dependence.

The voltage step is not sudden either. A linear rise lasting 0.2 µs corresponds to $\omega_pt=5$, so ions move considerably before the full voltage is reached, and the ideal ion matrix never forms. The later sheath largely forgets this. With the pulse still ending 5 µs after the start of the rise, the cold-ion thickness is 6.53 cm, only 0.8% below its value for a sudden step.

Collisions depend on gas pressure. At 0.2 mTorr and 300 K, a rough assumed cross-section of $3\times10^{-15}$ cm² gives a free path of 52 cm. An ion crossing the final sheath then has a 12% chance of colliding. At fixed temperature and cross-section the free path is inversely proportional to pressure, so at 2 mTorr it would be 5.2 cm, shorter than the sheath. Collisionless Child flow would then no longer apply. The sharp edge is a milder idealization: the Debye length is 0.01 cm, less than 1% of $s_0$.

The cube-root law is thus a good approximation to the planar cold-ion model, with an error of about 1% at the end of this pulse. As an estimate for a particular workpiece it is less certain, because curvature and ion composition can each change the thickness by more than 10% with these inputs, and so can inflow if the plasma already flows at the Bohm speed. The numerical output below gives the values for these separate cases.

## Computed results

```
INPUTS (rough typical values)
N2+ density = 1.0e+10 cm^-3
voltage magnitude = 20.0 kV
electron temperature = 2.0 eV
nitrogen atomic mass = 14.007 u
pulse length = 5.0 us
PLANAR LAW
matrix sheath s0 = 1.487 cm
ion plasma frequency wp = 2.496e+07 rad/s
1/wp = 40.1 ns
full-voltage ion speed u0 = 3.712e+05 m/s
wp*t at pulse end = 124.82 (no unit)
sheath at 0.5 us = 3.129 cm
sheath at 1.0 us = 3.871 cm
sheath at 2.0 us = 4.830 cm
sheath at 5.0 us = 6.517 cm
final edge speed = 4293.1 m/s
final Child current = 0.6878 mA/cm^2
ions collected per pulse = 6.291e+10 cm^-2
final transit time = 0.527 us
COLD-ION CHECK
wp*t=0.5: cold s/s0=1.0551, law=1.1006
wp*t=1: cold s/s0=1.1652, law=1.1856
wp*t=3: cold s/s0=1.4766, law=1.4422
wp*t=10: cold s/s0=2.0292, law=1.9718
wp*t=30: cold s/s0=2.8162, law=2.7589
wp*t=100: cold s/s0=4.1225, law=4.0750
wp*t=1000: cold s/s0=8.7669, law=8.7402
largest cold/law difference = 4.19 %
it occurs at wp*t = 0.44 (no unit)
cold-ion sheath at pulse end = 6.584 cm
edge/ion-current integral ratio = 1.00650 (no unit)
late charge/Child charge = 1.0038 (no unit)
late s^3 excess: cold = 2.901, predicted = 2.884 (s0^3)
NEGLECTED EFFECTS
Bohm speed = 2624.6 m/s
Bohm-limited final thickness sm = 8.335 cm
pulse-end sheath with Bohm inflow = 5.764 cm
change from Bohm inflow = -11.55 %
voltage rise = 0.20 us; wp*rise = 4.99
cold-ion sheath with this rise = 6.532 cm
change from finite rise = -0.79 %
workpiece radius = 5.0 cm
cylinder matrix sheath = 1.425 cm
cylinder sheath at pulse end = 5.587 cm
change from curvature = -14.26 %
gas: 0.20 mTorr, 300 K
assumed collision cross-section = 3.0e-15 cm^2
ion free path = 51.8 cm
collision chance across final sheath = 11.8 %
sheath for pure N+ = 7.307 cm
change for pure N+ = 12.12 %
Debye length = 0.0105 cm
```
